**Löwdin components of a spherical function about another site**

For a function $f(s)$ centred at distance $d$ from the new origin, the program evaluates $f_l(r;d)=\frac{2l+1}{2rd}\int_{|d-r|}^{d+r}s f(s)P_l\big((r^2+d^2-s^2)/(2rd)\big)ds$, where $r$ is the distance from the new origin and $P_l$ is a Legendre polynomial. It asserts agreement with direct angular projection for $r$ below, equal to and above $d$, and with spherical-harmonic projection for a site in a general direction. Further assertions cover the rebuilt function, the Coulomb and Yukawa expansions, the closed-form average of an exponential, and the behaviour at small $r$. The tail charge is compared with volume quadrature, and the average and mean square anisotropy of a neighbour shell with quadrature over the sphere. The example places hydrogen 1s densities on 12 fcc neighbours at 3 bohr around a sphere of radius 1.5 bohr. The output shows a shell average of 0.0210 bohr⁻³ at the sphere surface, with an rms anisotropy of 8.0% of that average, against 173% for a single neighbour. The 12 tails bring 0.227 electrons into the sphere, compared with 0.577 from the central atom.

## Verification by program

```python
"""
Loewdin expansion of a spherically symmetric function about another site.

Result under test: with s = |r_vec - d_vec| and u = cos(angle between them),
    f(s) = sum_l f_l(r; d) P_l(u),
    f_l = (2l+1)/(2 r d) * integral from |d-r| to d+r of
          s f(s) P_l((r^2 + d^2 - s^2)/(2 r d)) ds.
r: distance from the new centre, d: distance between the two centres,
P_l: Legendre polynomial. The l = 0 component is the spherical average.
Hartree atomic units: lengths in bohr, densities in electrons per bohr^3.
"""
import math
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad
from scipy.special import eval_legendre, lpmv, spherical_in, spherical_kn

NODES, WEIGHTS = np.polynomial.legendre.leggauss(80)


def integrate(func, low, high):
    half = 0.5 * (high - low)
    return half * np.sum(WEIGHTS * func(0.5 * (high + low) + half * NODES))


def component(f, l, r, d):
    """Loewdin component f_l(r; d) from the integral over s."""
    def integrand(s):
        u = (r * r + d * d - s * s) / (2 * r * d)
        return s * f(s) * eval_legendre(l, u)
    return (2 * l + 1) / (2 * r * d) * integrate(integrand, abs(d - r), d + r)


ALPHA = 2.0
AMPLITUDE = ALPHA**3 / (8 * math.pi)


def density(s):
    return AMPLITUDE * np.exp(-ALPHA * s)


d = 3.0
R = d / 2

# Product quadrature on the unit sphere; the weights sum to one.
cos_nodes, cos_weights = np.polynomial.legendre.leggauss(48)
n_phi = 96
phi_nodes = 2 * math.pi * np.arange(n_phi) / n_phi
COS, PHI = [a.ravel() for a in np.meshgrid(cos_nodes, phi_nodes, indexing="ij")]
SIN = np.sqrt(1 - COS**2)
UNIT = np.stack([SIN * np.cos(PHI), SIN * np.sin(PHI), COS], axis=1)
SPHERE_W = np.repeat(cos_weights / 2, n_phi) / n_phi


def harmonic(l, m, cos_theta, phi):
    """Complex spherical harmonic for m >= 0."""
    norm = math.sqrt((2 * l + 1) / (4 * math.pi)
                     * math.factorial(l - m) / math.factorial(l + m))
    return norm * lpmv(m, l, cos_theta) * np.exp(1j * m * phi)


# Components against direct angular projection, for r below, at and above d.
for r in (1.5, 3.0, 4.5):
    for l in range(6):
        def projected(u):
            s = math.sqrt(max(r * r + d * d - 2 * r * d * u, 0.0))
            return density(s) * eval_legendre(l, u)
        direct = (2 * l + 1) / 2 * quad(projected, -1, 1, epsabs=1e-12,
                                        epsrel=1e-10, limit=200)[0]
        assert abs(direct - component(density, l, r, d)) < 1e-9

# Spherical-harmonic form for a site in a general direction.
site_cos, site_phi = 0.37, 1.1
site_sin = math.sqrt(1 - site_cos**2)
site = d * np.array([site_sin * math.cos(site_phi),
                     site_sin * math.sin(site_phi), site_cos])
for r in (1.5, 5.0):
    values = density(np.linalg.norm(r * UNIT - site, axis=1))
    for l in range(5):
        for m in range(l + 1):
            direct = 4 * math.pi * np.sum(
                SPHERE_W * values * np.conj(harmonic(l, m, COS, PHI)))
            formula = (4 * math.pi / (2 * l + 1) * component(density, l, r, d)
                       * np.conj(harmonic(l, m, site_cos, site_phi)))
            assert abs(direct - formula) < 1e-11

# The series rebuilds the function at separate points.
for u in (-1.0, -0.3, 0.45, 1.0):
    rebuilt = sum(component(density, l, R, d) * eval_legendre(l, u)
                  for l in range(36))
    assert abs(rebuilt - density(math.sqrt(R * R + d * d - 2 * R * d * u))) < 1e-10

# Coulomb and Yukawa functions have known expansions.
kappa = 0.7
for r in (1.5, 4.5):
    a, b = min(r, d), max(r, d)
    for l in range(7):
        coulomb = component(lambda s: 1 / s, l, r, d)
        assert abs(coulomb - a**l / b**(l + 1)) < 1e-12
        yukawa = component(lambda s: np.exp(-kappa * s) / s, l, r, d)
        bessel = (2 * kappa / math.pi * (2 * l + 1)
                  * spherical_in(l, kappa * a) * spherical_kn(l, kappa * b))
        assert abs(yukawa - bessel) < 1e-12

# Closed form of the average of an exponential.
for r in (0.8, 1.5, 4.5):
    a, b = min(r, d), max(r, d)
    closed = (AMPLITUDE * math.exp(-ALPHA * b) / (ALPHA * a * b)
              * ((b + 1 / ALPHA) * math.sinh(ALPHA * a)
                 - a * math.cosh(ALPHA * a)))
    assert abs(closed - component(density, 0, r, d)) < 1e-13

# Derivative form and the leading power of r near the new centre.
s_sym = sp.symbols("s", positive=True)
expression = sp.exp(-2 * s_sym) / sp.pi
for l in range(1, 5):
    expression = sp.simplify(sp.diff(expression, s_sym) / s_sym)
    reduced = sp.lambdify(s_sym, expression, "numpy")

    def by_parts(u):
        return (1 - u * u)**l * reduced(np.sqrt(R * R + d * d - 2 * R * d * u))
    derivative_form = ((2 * l + 1) * (-R * d)**l / (2**(l + 1) * math.factorial(l))
                       * integrate(by_parts, -1, 1))
    assert abs(derivative_form - component(density, l, R, d)) < 1e-11
    if l <= 3:
        small = 0.01
        odd_product = math.prod(range(1, 2 * l, 2))
        leading = (-small * d)**l * float(reduced(d)) / odd_product
        assert abs(component(density, l, small, d) / leading - 1) < 1e-3

# Curvature of the average; the tolerance covers the next power of r.
small = 0.05
laplacian = (ALPHA**2 - 2 * ALPHA / d) * density(d)
curvature = 6 * (component(density, 0, small, d) - density(d)) / small**2
assert abs(curvature / laplacian - 1) < 2e-3

# Tail charge in the sphere: single integral against volume quadrature.
tail_charge = math.pi / d * integrate(
    lambda s: s * density(s) * (R * R - (s - d)**2), d - R, d + R)
radial_x, radial_w = np.polynomial.legendre.leggauss(24)
volume_charge = 0.0
for x, w in zip(radial_x, radial_w):
    r = R * (x + 1) / 2
    mean = np.sum(SPHERE_W * density(np.linalg.norm(r * UNIT - site, axis=1)))
    volume_charge += w * R / 2 * 4 * math.pi * r * r * mean
assert abs(volume_charge - tail_charge) < 1e-11
own_charge = integrate(lambda s: 4 * math.pi * s * s * density(s), 0, R)
total_charge = integrate(lambda s: 4 * math.pi * s * s * density(s), 0, 30)
assert abs(total_charge - 1) < 1e-10
centre_estimate = 4 * math.pi / 3 * R**3 * density(d)

# Twelve nearest neighbours of an fcc site.
neighbours = []
for i, j in ((0, 1), (0, 2), (1, 2)):
    for p in (1, -1):
        for q in (1, -1):
            vector = np.zeros(3)
            vector[i], vector[j] = p, q
            neighbours.append(vector / math.sqrt(2))
neighbours = np.array(neighbours)
n_sites = len(neighbours)


def shell_density(points):
    return sum(density(np.linalg.norm(points - d * n, axis=-1))
               for n in neighbours)


L_MAX = 36
f_R = np.array([component(density, l, R, d) for l in range(L_MAX + 1)])
pair_cos = np.clip(neighbours @ neighbours.T, -1, 1)
shell_factor = np.array([np.sum(eval_legendre(l, pair_cos))
                         for l in range(L_MAX + 1)])
shell_values = shell_density(R * UNIT)
shell_mean = np.sum(SPHERE_W * shell_values)
assert abs(shell_mean - n_sites * f_R[0]) < 1e-11
variance = np.sum(SPHERE_W * (shell_values - shell_mean)**2)
series_variance = sum(f_R[l]**2 * shell_factor[l] / (2 * l + 1)
                      for l in range(1, L_MAX + 1))
assert abs(variance / series_variance - 1) < 1e-8
assert max(abs(shell_factor[l]) for l in (1, 2, 3, 5)) < 1e-10
assert shell_factor[4] > 1
rms = math.sqrt(variance)
single_values = density(np.linalg.norm(R * UNIT - site, axis=1))
single_rms = math.sqrt(np.sum(SPHERE_W * (single_values - f_R[0])**2))


def partial_sum(direction, l_top):
    cosines = np.clip(neighbours @ direction, -1, 1)
    return sum(f_R[l] * np.sum(eval_legendre(l, cosines))
               for l in range(l_top + 1))


toward = neighbours[0]
cube_axis = np.array([1.0, 0.0, 0.0])
direct_toward = shell_density(R * toward)
direct_axis = shell_density(R * cube_axis)
assert abs(partial_sum(toward, L_MAX) - direct_toward) < 1e-9
assert abs(partial_sum(cube_axis, L_MAX) - direct_axis) < 1e-9

# Successive components approach the ratio r/d, up to corrections of order 1/l.
ratio_10 = f_R[11] / f_R[10]
ratio_30 = f_R[31] / f_R[30]
assert abs(ratio_30 / (R / d) - 1) < 0.05

bohr_in_angstrom = constants.physical_constants["Bohr radius"][0] * 1e10
print(f"decay constant alpha = {ALPHA:.1f} bohr^-1")
print(f"site distance d = {d:.1f} bohr")
print(f"sphere radius R = {R:.1f} bohr")
print(f"number of neighbours = {n_sites}")
print(f"one neighbour, density at sphere centre = {density(d):.6e} bohr^-3")
print(f"one neighbour, density at nearest point = {density(d - R):.6e} bohr^-3")
print(f"one neighbour, density at farthest point = {density(d + R):.6e} bohr^-3")
for l in range(9):
    print(f"component f_{l}(R) = {f_R[l]:.6e} bohr^-3")
print(f"average / centre density = {f_R[0] / density(d):.4f}")
print(f"f_11/f_10 at R = {ratio_10:.4f}")
print(f"f_31/f_30 at R = {ratio_30:.4f}")
print(f"R/d = {R / d:.4f}")
for l in (0, 1, 2, 3, 4, 5, 6, 7, 8):
    print(f"shell factor S_{l} = {abs(shell_factor[l]):.4f}")
print(f"shell average at R = {shell_mean:.6e} bohr^-3")
print(f"shell average at R = {shell_mean / bohr_in_angstrom**3:.6e} angstrom^-3")
print(f"own density at R = {density(R):.6e} bohr^-3")
print(f"shell density toward neighbour = {direct_toward:.6e} bohr^-3")
print(f"shell density along cube axis = {direct_axis:.6e} bohr^-3")
for l_top in (0, 4, 6, 8, 12, 20):
    print(f"toward neighbour, sum to l={l_top}: "
          f"{partial_sum(toward, l_top):.6e} bohr^-3")
print(f"nonspherical rms of shell at R = {rms:.6e} bohr^-3")
print(f"shell rms / shell average = {rms / shell_mean:.4f}")
print(f"single-site rms / single-site average = {single_rms / f_R[0]:.4f}")
print(f"tail charge of one neighbour = {tail_charge:.6f} electrons")
print(f"centre density times volume = {centre_estimate:.6f} electrons")
print(f"tail charge of twelve neighbours = {n_sites * tail_charge:.6f} electrons")
print(f"own charge in sphere = {own_charge:.6f} electrons")
print("every check passed")
```

Output:

```
decay constant alpha = 2.0 bohr^-1
site distance d = 3.0 bohr
sphere radius R = 1.5 bohr
number of neighbours = 12
one neighbour, density at sphere centre = 7.890113e-04 bohr^-3
one neighbour, density at nearest point = 1.584772e-02 bohr^-3
one neighbour, density at farthest point = 3.928256e-05 bohr^-3
component f_0(R) = 1.749946e-03 bohr^-3
component f_1(R) = 3.794744e-03 bohr^-3
component f_2(R) = 3.749707e-03 bohr^-3
component f_3(R) = 2.756307e-03 bohr^-3
component f_4(R) = 1.728740e-03 bohr^-3
component f_5(R) = 9.866500e-04 bohr^-3
component f_6(R) = 5.310128e-04 bohr^-3
component f_7(R) = 2.752788e-04 bohr^-3
component f_8(R) = 1.392764e-04 bohr^-3
average / centre density = 2.2179
f_11/f_10 at R = 0.4893
f_31/f_30 at R = 0.4874
R/d = 0.5000
shell factor S_0 = 144.0000
shell factor S_1 = 0.0000
shell factor S_2 = 0.0000
shell factor S_3 = 0.0000
shell factor S_4 = 5.2500
shell factor S_5 = 0.0000
shell factor S_6 = 47.5312
shell factor S_7 = 0.0000
shell factor S_8 = 23.4932
shell average at R = 2.099935e-02 bohr^-3
shell average at R = 1.417106e-01 angstrom^-3
own density at R = 1.584772e-02 bohr^-3
shell density toward neighbour = 2.416999e-02 bohr^-3
shell density along cube axis = 1.715156e-02 bohr^-3
toward neighbour, sum to l=0: 2.099935e-02 bohr^-3
toward neighbour, sum to l=4: 2.175567e-02 bohr^-3
toward neighbour, sum to l=6: 2.385898e-02 bohr^-3
toward neighbour, sum to l=8: 2.413165e-02 bohr^-3
toward neighbour, sum to l=12: 2.416691e-02 bohr^-3
toward neighbour, sum to l=20: 2.416998e-02 bohr^-3
nonspherical rms of shell at R = 1.673689e-03 bohr^-3
shell rms / shell average = 0.0797
single-site rms / single-site average = 1.7282
tail charge of one neighbour = 0.018902 electrons
centre density times volume = 0.011154 electrons
tail charge of twelve neighbours = 0.226819 electrons
own charge in sphere = 0.576810 electrons
every check passed
```
